\section*{Coulomb integrals of real $d$ orbitals and the Kanamori Hamiltonian, part 2}

Part (d) of the theorem remains to be proved: projected on $t_{2g}$ alone or on $e_g$ alone, the Coulomb operator is exactly the Kanamori Hamiltonian with the $U$, $J$, $U'$ below; on all five orbitals it is not.

Algebra is in atomic units. The normalized real $d$ orbitals are $\phi_a\propto R(r)\,\mathbf n\cdot Q_a\mathbf n$, with $\mathbf r=r\mathbf n$, common $R$ and $\operatorname{tr}Q_aQ_b=\delta_{ab}$. With $E_{ij}$ the matrix whose only nonzero entry is a 1 at $ij$, the $Q_a$ are
\begin{align}
&\zeta=xy:\ \tfrac{1}{\sqrt2}(E_{12}+E_{21}),\quad \xi=yz:\ \tfrac{1}{\sqrt2}(E_{23}+E_{32}),\quad \eta=xz:\ \tfrac{1}{\sqrt2}(E_{13}+E_{31}),\nonumber\\
&\theta=z^2:\ \tfrac1{\sqrt6}\operatorname{diag}(-1,-1,2),\qquad \epsilon=x^2-y^2:\ \tfrac1{\sqrt2}\operatorname{diag}(1,-1,0).\nonumber
\end{align}
\begin{equation}
Q_\zeta^2=Q_\epsilon^2=(\tfrac12,\tfrac12,0),\quad Q_\xi^2=(0,\tfrac12,\tfrac12),\quad Q_\eta^2=(\tfrac12,0,\tfrac12),\quad Q_\theta^2=(\tfrac16,\tfrac16,\tfrac23),
\label{squares}
\end{equation}
The fourfold rotation about $z$ sends $\theta\to\theta$, $\epsilon\to-\epsilon$.

Define $(ab|cd)=\iint\phi_a\phi_b(1)\,r_{12}^{-1}\,\phi_c\phi_d(2)$, $U=(aa|aa)$, and for $a\ne b$, $U'_{ab}=(aa|bb)$, $J_{ab}=(ab|ab)=(ab|ba)$. The operator $c^\dagger_{a\sigma}$ creates spin $\sigma$ in $\phi_a$; $n_{a\sigma}=c^\dagger_{a\sigma}c_{a\sigma}$. Further,
$$F^k=\iint R^2(r_1)R^2(r_2)\frac{r_<^k}{r_>^{k+1}}\,r_1^2r_2^2\,dr_1dr_2,\quad F_2=\frac{F^2}{49},\quad F_4=\frac{F^4}{441},$$
$$A=F^0-49F_4,\quad B=F_2-5F_4,\quad C=35F_4,$$
$$S_{ab}=\tfrac12(Q_aQ_b+Q_bQ_a),\quad t_{ab,cd}=\operatorname{tr}S_{ab}S_{cd}-\tfrac13\delta_{ab}\delta_{cd},$$
$$\Sigma_{abcd}=\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}.$$

Already proved:

(a) $(ab|cd)=A\,\delta_{ab}\delta_{cd}+24\,t_{ab,cd}\,B+\Sigma_{abcd}\,C$.

(b) $U=A+4B+3C$, $U'_{ab}=U-2J_{ab}$.
\begin{equation}
(ab|cd)+(ac|bd)+(ad|bc)=(A+4B+3C)\,\Sigma_{abcd}.
\label{sym}
\end{equation}

The table, with $x=\operatorname{tr}Q_a^2Q_b^2$:
\begin{center}
\begin{tabular}{lccc}
pairs & $x$ & $J$ & $U'$\\
$\zeta\xi,\ \zeta\eta,\ \xi\eta$ ($t_{2g}$) & $1/4$ & $3B+C$ & $A-2B+C$\\
$\theta\epsilon$ ($e_g$) & $1/6$ & $4B+C$ & $A-4B+C$\\
$\zeta\theta$ & $1/6$ & $4B+C$ & $A-4B+C$\\
$\zeta\epsilon$ & $1/2$ & $C$ & $A+4B+C$\\
$\xi\theta,\ \eta\theta$ & $5/12$ & $B+C$ & $A+2B+C$\\
$\xi\epsilon,\ \eta\epsilon$ & $1/4$ & $3B+C$ & $A-2B+C$
\end{tabular}
\end{center}
Mean exchange: $\bar J=\tfrac{5}{98}(F^2+F^4)$.

Remark 2: $J_{ab}=C+\big(4-|\langle a|\mathbf L|b\rangle|^2\big)B$, with $\mathbf L$ the orbital angular momentum.

Remark 4: for real orbitals with only cubic symmetry, $U'=U-2J$ is exact in $e_g$ but can fail in $t_{2g}$.

Remark 5: the complex $m=2$ orbital $(\epsilon+i\zeta)/\sqrt2$ has self-repulsion $U-J_{\zeta\epsilon}$.

\section{Proof of (d)}

The interaction is $H=\tfrac12\sum(ab|cd)\,c^\dagger_{a\sigma}c^\dagger_{c\tau}c_{d\tau}c_{b\sigma}$, summed over orbitals and spins. An integral vanishes if its integrand is odd under a symmetry of $r_{12}^{-1}$. Under the reflections of $x$, $y$, $z$ the signs are $\zeta:(-,-,+)$, $\xi:(+,-,-)$, $\eta:(-,+,-)$. A nonzero $t_{2g}$ integral needs the counts $n_\zeta+n_\eta$, $n_\zeta+n_\xi$, $n_\xi+n_\eta$ all even, so the three counts have one parity; three odd counts cannot add to four, so all are even. In $e_g$ the fourfold rotation makes $n_\epsilon$ even. In both sets only $(aa|aa)$, $(aa|bb)$, $(ab|ba)$ and $(ab|ab)$ survive.

The first gives $U\sum_an_{a\uparrow}n_{a\downarrow}$, the equal-spin terms vanishing and the two opposite-spin terms cancelling the $\tfrac12$. The second gives $\tfrac12U'\sum_{a\ne b,\sigma\tau}n_{a\sigma}n_{b\tau}$. The third carries $c^\dagger_{a\sigma}c^\dagger_{b\tau}c_{a\tau}c_{b\sigma}=-c^\dagger_{a\sigma}c_{a\tau}c^\dagger_{b\tau}c_{b\sigma}$, one anticommutation with $a\neq b$. For $\sigma=\tau$ this is $-n_{a\sigma}n_{b\sigma}$; the two opposite-spin cases turn into each other under $a\leftrightarrow b$. The fourth carries $c^\dagger_{a\sigma}c^\dagger_{a\tau}c_{b\tau}c_{b\sigma}$, nonzero for $\sigma\ne\tau$, and the two cases are equal after two anticommutations. The sum is
\begin{align}
H_K={}&U\sum_an_{a\uparrow}n_{a\downarrow}+U'\sum_{a\ne b}n_{a\uparrow}n_{b\downarrow}+(U'-J)\sum_{a<b,\sigma}n_{a\sigma}n_{b\sigma}\nonumber\\
&-J\sum_{a\neq b}c^\dagger_{a\uparrow}c_{a\downarrow}c^\dagger_{b\downarrow}c_{b\uparrow}+J\sum_{a\ne b}c^\dagger_{a\uparrow}c^\dagger_{a\downarrow}c_{b\downarrow}c_{b\uparrow}.
\end{align}
Spin flip and pair hopping share one $J$ because $(ab|ba)=(ab|ab)$ for real orbitals.

On five orbitals further integrals appear; for those below the $A$ and $C$ terms of (a) vanish. First, $S_{\theta\epsilon}=\operatorname{diag}(-1,1,0)/\sqrt{12}$ and $S_{\eta\eta}=Q_\eta^2$ give $t=-1/(2\sqrt{12})$, so $(\theta\epsilon|\eta\eta)=-2\sqrt3\,B$. Second, for $D=\operatorname{diag}(d_1,d_2,d_3)$, $\tfrac12(DQ_\eta+Q_\eta D)=\tfrac12(d_1+d_3)Q_\eta$, and for $Q_\xi$ the factor is $\tfrac12(d_2+d_3)$. The factors are $1/(2\sqrt6)$ for $\theta$ with either orbital, $+1/(2\sqrt2)$ for $\epsilon$ with $\eta$ and $-1/(2\sqrt2)$ for $\epsilon$ with $\xi$. Since $24/(4\sqrt{12})=\sqrt3$,
\begin{equation}
(\theta\eta|\epsilon\eta)=\sqrt3\,B,\qquad(\theta\xi|\epsilon\xi)=-\sqrt3\,B .
\end{equation}
These three-orbital terms have no place in $H_K$, even with pair-dependent $J_{ab}$. $\square$

\paragraph{Corollary 1 (two-electron levels).} Write $|ab\rangle=\phi_a(1)\phi_b(2)$, so that $\langle ab|V|cd\rangle=(ac|bd)$. Antisymmetric spatial states are spin triplets and symmetric ones singlets. In a set of $M$ orbitals ($M=3$ or 2), $(|ab\rangle\mp|ba\rangle)/\sqrt2$ has energy $U'\mp J$. The states $|aa\rangle$ have diagonal $U$ and off-diagonal $J$, with eigenvalues $U+(M-1)J$ once and $U-J$ $(M-1)$ times. With $U'=U-2J$,
\begin{align}
t_{2g}^2:&\quad {}^3T_1:A-5B,\qquad {}^1T_2,{}^1E:A+B+2C,\qquad {}^1A_1:A+10B+5C,\\
e_g^2:&\quad {}^3A_2:A-8B,\qquad {}^1E:A+2C,\qquad {}^1A_1:A+8B+4C .
\end{align}
These are $U-3J$, $U-J$, $U+2J$ and $U-3J$, $U-J$, $U+J$. In $e_g^2$ the levels $U'+J$ and $U-J$ are the two partners of one ${}^1E$, which restates Remark 4. In $t_{2g}^2$ they belong to different species.

\section{Two holes in an octahedral field}

The model is now the spherical interaction (a) plus a one-body splitting that places $e_g$ at $\Delta=10Dq$ above $t_{2g}$.

\paragraph{Lemma 5.} $d^8$ has the spectrum of two holes with the same integrals $(ab|cd)$, up to a constant, a $t_{2g}$ hole costing $\Delta$ more than an $e_g$ hole.

\emph{Proof.} Put $c=h^\dagger$ and label $1=a\sigma$, $2=c\tau$, $3=d\tau$, $4=b\sigma$. Repeated use of $h_ih_j^\dagger=\delta_{ij}-h_j^\dagger h_i$ gives
\begin{align}
h_1h_2h_3^\dagger h_4^\dagger={}&\delta_{14}\delta_{23}-\delta_{13}\delta_{24}-\delta_{23}h_4^\dagger h_1-\delta_{14}h_3^\dagger h_2\nonumber\\
&+\delta_{13}h_4^\dagger h_2+\delta_{24}h_3^\dagger h_1+h_4^\dagger h_3^\dagger h_2h_1 .
\end{align}
The last term has coefficient $(ab|cd)=(ba|dc)$ and reproduces $H$ with $h$ for $c$. The one-body terms add to $-\sum_{ab\sigma} W_{ab}h^\dagger_{b\sigma}h_{a\sigma}$ with $W_{ab}=\sum_c[2(ab|cc)-(ac|bc)]$, the 2 coming from the free spin sum. By \eqref{squares}, $\sum_cQ_c^2=\tfrac53\mathbb 1$, so $\sum_ct_{ab,cc}=\tfrac53\delta_{ab}-\tfrac53\delta_{ab}=0$. Also $\sum_c\Sigma_{abcc}=(5+2)\delta_{ab}$, so $\sum_c(ab|cc)=(5A+7C)\delta_{ab}$. Summing \eqref{sym} over $c=d$ then gives
\begin{equation}
\sum_c(ac|bc)=\tfrac12\,[7U-5A-7C]\,\delta_{ab}=(A+14B+7C)\,\delta_{ab}.
\label{sumx}
\end{equation}
So $W\propto\delta_{ab}$, a constant at fixed hole number. Finally $n_{a\sigma}=1-h^\dagger_{a\sigma}h_{a\sigma}$ reverses the orbital energies. $\square$

\paragraph{Corollary 2.} Both partners of the lowest ${}^1E$ lie above ${}^3A_2$ by
\begin{equation}
8B+2C-\delta,\qquad\delta=\sqrt{\tfrac14(B+2\Delta)^2+12B^2}-\tfrac12(B+2\Delta).
\end{equation}

\emph{Proof.} The orbitals $\theta,\epsilon$ are even under the three reflections, so $e_g^2$ states couple only to the fully even states, which add $|\xi\xi\rangle,|\eta\eta\rangle,|\zeta\zeta\rangle$. The only antisymmetric even state is $(|\theta\epsilon\rangle-|\epsilon\theta\rangle)/\sqrt2$, an exact eigenstate at $A-8B$. Among symmetric states, those odd under the fourfold rotation are $e_2=(|\theta\epsilon\rangle+|\epsilon\theta\rangle)/\sqrt2$ and $u_2=(|\xi\xi\rangle-|\eta\eta\rangle)/\sqrt2$. Their diagonal energies are $A+2C$ and $A+B+2C+2\Delta$ by Corollary 1, and their coupling is $\tfrac12\cdot2\,[(\theta\xi|\epsilon\xi)-(\theta\eta|\epsilon\eta)]=-2\sqrt3B$. The partners are $e_1=(|\theta\theta\rangle-|\epsilon\epsilon\rangle)/\sqrt2$ and $u_1=(2|\zeta\zeta\rangle-|\xi\xi\rangle-|\eta\eta\rangle)/\sqrt6$, with the same diagonal energies. Since $\langle aa|V|cc\rangle=J_{ac}$, the table gives the coupling $[(8-1-1)-(0-3-3)]B/\sqrt{12}=2\sqrt3B$, the $C$ parts cancelling. The state $e_1$ does not couple to the symmetric sum of the $t_{2g}$ states, as $(4+1+1)-(0+3+3)=0$. The state $u_1$ does not couple to $|\theta\theta\rangle+|\epsilon\epsilon\rangle$, as $J_{\theta c}+J_{\epsilon c}=4B+2C$ for each $t_{2g}$ orbital $c$. Both $2\times2$ blocks have lower eigenvalue $A+2C-\delta$. $\square$

For $\Delta\gg B$, $\delta\simeq6B^2/\Delta$ to leading order and the gap tends to $8B+2C=2J(e_g)$, the Kanamori value. The coupling of $e_1$ to $u_1$ comes from pair hopping alone, while that of $e_2$ to $u_2$ comes from three-orbital integrals. A five-orbital model that keeps only one- and two-orbital integrals leaves $e_2$ at $A+2C$ and splits the doublet by $\delta$, in violation of cubic symmetry.

\paragraph{Remark 6 (free-ion limit).} At $\Delta=0$ the root is $\tfrac72B$ and the block has eigenvalues $A-3B+2C$ and $A+4B+2C$. By \eqref{sumx}, $\sum_c|cc\rangle$ is an eigenstate at $A+14B+7C$, the ${}^1S$ term. The ten triplet states form $L=3$ and $L=1$. The ${}^3A_2$ state cannot lie in $L=1$, whose three states transform together under the cubic rotations, so ${}^3F=A-8B$. The triplet trace is $\sum_{a<b}(U-3J_{ab})=10A-35B$, which leaves ${}^3P=A+7B$. The singlet trace is $5U+\sum_{a<b}(U-J_{ab})=15A+35B+35C$; its $B$ part equals $14+5(-3)+9(4)$, which assigns ${}^1D=A-3B+2C$ and ${}^1G=A+4B+2C$.

\section{Worked example: the Ni$^{2+}$ ion}

Ni$^{2+}$ is a $3d^8$ ion, and an octahedral field leaves it with two $e_g$ holes. The radial function comes from a nonrelativistic, spin-averaged PBE calculation of the free ion in the def2-TZVP basis, with 1.6 electrons in each $d$ orbital so that the density is spherical. It has $\langle r\rangle=0.511$~\AA. The integrals are bare Coulomb integrals of the free ion and contain no screening by a solid. Four decimals are carried so that the arithmetic can be followed, with differences of one unit in the last place from rounding; they do not measure the accuracy of this level of theory. Changing the basis to def2-QZVP, cc-pVTZ or uncontracted def2-TZVP moves $F^0$ and $U$ by up to $0.03$~eV, $F^2$ by $0.04$~eV, $F^4$ by $0.03$~eV, $J(e_g)$ by $0.004$~eV, the singlet--triplet gap below by $0.008$~eV and $\langle r\rangle$ by $0.001$~\AA.

Radial quadrature gives $F^0=26.3288$, $F^2=12.0365$, $F^4=7.4619$~eV, so $F_2=0.24564$ and $F_4=0.01692$~eV. Then
\begin{align}
A&=26.3288-0.8291=25.4997\ \text{eV},\\
B&=0.24564-0.08460=0.16104\ \text{eV},\qquad C=35F_4=0.5922\ \text{eV},\\
U&=25.4997+0.6442+1.7767=27.92\ \text{eV}=1.026\ \text{hartree},\\
J(t_{2g})&=0.4831+0.5922=1.0753\ \text{eV}=0.0395\ \text{hartree},\\
J(e_g)&=0.6442+0.5922=1.2364\ \text{eV}=0.0454\ \text{hartree}.
\end{align}
Hence $U'(t_{2g})=27.92-2.15=25.77$~eV and $U'(e_g)=27.92-2.47=25.45$~eV. The mixed pairs run from $J=0.5922$~eV for $xy$, $x^2-y^2$ (with $U'=26.74$~eV) through $0.7533$~eV for $xz$, $z^2$ up to $1.2364$~eV for $xy$, $z^2$. The mean is $\tfrac5{98}(12.0365+7.4619)=0.9948$~eV. Using the mean for the pair $xy$, $x^2-y^2$ would overstate its $J$ by $0.40$~eV. The $m=2$ orbital has $27.92-0.59=27.33$~eV. The three-orbital integrals $(\theta\epsilon|\eta\eta)$ and $(\theta\eta|\epsilon\eta)$ are $-0.5579$ and $0.2789$~eV, the first nearly as large as $C$; with $\xi$ in place of $\eta$ the signs reverse. Four-orbital integrals of similar size, up to $2\sqrt3B$ in magnitude, also occur. All 625 integrals, evaluated analytically over the Gaussian orbitals without a multipole expansion, differ from (a) by at most $3.5\times10^{-11}$~eV.

For the two holes take the round model value $\Delta=1$~eV. Then $\tfrac12(B+2\Delta)=1.0805$~eV and $2\sqrt3B=0.5579$~eV, so $\delta=\sqrt{1.0805^2+0.5579^2}-1.0805=1.2160-1.0805=0.1355$~eV. The gap is $2.473-0.136=2.337$~eV, against $2J(e_g)=2.473$~eV for the isolated $e_g$ pair; the Kanamori value is too high by about 6\% of the full result. Diagonalization of the two-hole problem gives $2.3372$~eV, and $2.4726$~eV at $\Delta=1000$~eV. With pair integrals only, the doublet splits by $0.1355$~eV, equal to $\delta$.

A model tests Remark 4. Each orbital is $\cos\beta$ times a normalized $d$ Gaussian plus $\sin\beta$ times a normalized $g$ Gaussian of the same cubic species, with exponent $5$~\AA$^{-2}$ and $\beta=0.3$~rad. The $g$ parts are $xy(7z^2-r^2)$ with its cyclic images for $t_{2g}$, and $(x^2-y^2)(7z^2-r^2)$ with its partner for $e_g$. In $e_g$, $U-U'-2J=23.216-21.709-1.507=0$, tested to $10^{-8}$~eV. In $t_{2g}$, $23.216-22.532-4.984=-4.30$~eV, larger in size than $J=2.49$~eV itself. Size and sign belong to this model and are not an estimate for a crystal; $\beta=-0.3$~rad gives $+3.60$~eV in $t_{2g}$ and again zero in $e_g$. The two sets share the same $U$ because the model's $x^2-y^2$ orbital is its $xy$ orbital turned by $45^\circ$ about $z$, for the $d$ and the $g$ part alike.

The numerical check, with its output, carries out these calculations and asserts the master formula and Remark 2 in random real bases, the operator identity (d) on the full Fock spaces of $t_{2g}$ and $e_g$, and the levels above.

\section*{Calculated quantities}
\begin{verbatim}
Ni2+ 3d8 spherical PBE/def2-TZVP, bare integrals
3d eigenvalue -28.554 eV; <r> = 0.5110 angstrom
F0 = 26.3288  F2 = 12.0365  F4 = 7.4619 eV; F4/F2 = 0.6199
F2/49 = 0.24564  F4/441 = 0.01692 eV
A = 25.4997  B = 0.16104  C = 0.59222 eV; C/B = 3.677
U = 27.9205 eV = 1.02606 hartree
J(t2g) = 1.0753 eV = 0.03952 hartree; J(eg) = 1.2364 eV = 0.04544 hartree
max |Gaussian integral - formula| over 625 = 3.5e-11 eV
pair: tr(Qa^2 Qb^2), B coefficient of J, J, U', U'+2J (last three eV)
  xy,yz: 0.2500 3.000 1.0753 25.7698 27.9205
  xy,xz: 0.2500 3.000 1.0753 25.7698 27.9205
  yz,xz: 0.2500 3.000 1.0753 25.7698 27.9205
  z2,x2-y2: 0.1667 4.000 1.2364 25.4478 27.9205
  xy,z2: 0.1667 4.000 1.2364 25.4478 27.9205
  xy,x2-y2: 0.5000 0.000 0.5922 26.7361 27.9205
  yz,z2: 0.4167 1.000 0.7533 26.4140 27.9205
  xz,z2: 0.4167 1.000 0.7533 26.4140 27.9205
  yz,x2-y2: 0.2500 3.000 1.0753 25.7698 27.9205
  xz,x2-y2: 0.2500 3.000 1.0753 25.7698 27.9205
mean J over ten pairs = 0.9948 eV
U of complex m=2 orbital = 27.3283 eV
(z2 x2-y2|xz xz) = -0.5579 eV; (z2 xz|x2-y2 xz) = 0.2789 eV
t2g^2: 3T1 24.6945  1T2,1E 26.8452  1A1 30.0712 eV
eg^2: 3A2 24.2114  1E 26.6841  1A1 29.1569 eV
d^2: 3F 24.2114 3P 26.6270 1D 26.2010 1G 27.3283 1S 31.8998 eV
d8 holes, 10Dq = 1 eV: E(1E)-E(3A2) = 2.3372 eV
d8 holes, 10Dq = 1000 eV: E(1E)-E(3A2) = 2.4726 eV
2 J(eg) = 2.4728 eV; coupling 2 sqrt3 B = 0.5579 eV
pair terms only, 10Dq = 1 eV: 1E split by 0.1355 eV
cubic model: exponent 5.0 angstrom^-2, d-g mixing angle 0.3 rad
  t2g: U 23.2159 U' 22.5322 J 2.4921 U-U'-2J -4.3004 eV
  eg:  U 23.2159 U' 21.7088 J 0.7535 U-U'-2J 0.0000 eV
\end{verbatim}
